Total Current as a Density-Functional Variable with Self-Consistent Magnetic Fields

**1. The decision and the result behind it**

A density-functional code that uses a current as a basic variable beside the density must settle which current that is. If the magnetic field made by the electrons is part of the energy, the choice supported by a Hohenberg-Kohn result is the total current

J_tot = J_ext + J_ind,

where J_ext flows in the external sources and J_ind in the electrons. The total magnetic field B is an equivalent variable. The electrons' own current is not covered by the proof, and section 6 gives a ring on which it fails.

The model is a Maxwell-Schrödinger model: quantum electrons and a classical, static magnetic field, with a common energy minimum.

**2. Energy and conventions**

Atomic units are used, with electron charge −1 and μ = 4πα². The electrons feel the total vector potential A:

H(v,A) = Σ_i [½(p_i + A(r_i))² + v(r_i)] + W.

W is the electron repulsion, and B = ∇×A. The external current is localized and divergence-free, with ∇×B_ext = μJ_ext and B_ext = ∇×A_ext. The model energy is

E(v,A_ext) = inf over ψ and A of { ⟨ψ|H(v,A)|ψ⟩ + (1/2μ)∫|B − B_ext|² }.

The last term is the energy of the induced field. Fields are square-integrable and both vector potentials are in Coulomb gauge. A uniform field in infinite space is excluded: its current lies at infinity, so J_tot could not determine it.

There is no spin-Zeeman term, and this keeps the energy from collapsing. Writing ψ = |ψ|exp(iS) gives, for each electron,

|(−i∇ + A)ψ|² = |∇|ψ||² + |ψ|²|∇S + A|² ≥ |∇|ψ||².

Hence ⟨H(v,A)⟩ is no lower than the lowest energy of H(v,0) without antisymmetry, whatever A is. With a Zeeman term the proof below keeps its form, J_ind gains a magnetization current, and boundedness becomes a separate condition. Existence of a minimizing pair (ψ,A) is assumed throughout.

**3. Ampère's law from the minimum**

At fixed A, the minimizing ψ is a ground state of H(v,A). Now replace A by A + εa with ∇·a = 0. For one electron

½(p + A + εa)² = ½(p + A)² + (ε/2)[(p + A)·a + a·(p + A)] + ½ε²a².

Since p is Hermitian, the expectation value of ½(p·a + a·p) is Re∫ψ*a·(−i∇ψ) = ∫a·Im(ψ*∇ψ). Summed over electrons, the first-order change of ⟨H⟩ is

ε∫a·(j_p + ρA) = −ε∫a·J_ind,  J_ind = −(j_p + ρA),

where j_p is the paramagnetic particle current. The minus sign in J_ind is the electron charge. The field term changes by

(ε/μ)∫(B − B_ext)·(∇×a) = (ε/μ)∫a·∇×(B − B_ext),

with no surface term because the fields decay. At the minimum the sum vanishes for every divergence-free a. J_ind is itself divergence-free, because an eigenstate has a stationary density. Therefore

∇×(B − B_ext) = μJ_ind,  ∇×B = μJ_tot.

In Coulomb gauge the second equation is solved by

A(r) = (μ/4π)∫J_tot(r′)/|r − r′| d³r′.

Knowing J_tot is thus the same as knowing A.

**4. Why the total current is the natural variable**

Expand the square in the field energy. Its cross term is minus the integral

(1/μ)∫B_ext·(∇×A) = (1/μ)∫(∇×B_ext)·A = ∫J_ext·A,

so that

(1/2μ)∫|B − B_ext|² = (1/2μ)∫B² − ∫J_ext·A + (1/2μ)∫B_ext².

For any trial A, define J_tot by ∇×B = μJ_tot. Moving the curl the other way in the same cross term gives

∫J_ext·A = (1/μ)∫B_ext·B = (1/μ)∫A_ext·(∇×B) = ∫J_tot·A_ext.

Subtracting the energy of the external field alone, we obtain

Ē(v,A_ext) = E − (1/2μ)∫B_ext²
= inf over ρ and J_tot of { F(ρ,J_tot) + ∫ρv − ∫J_tot·A_ext },

F(ρ,J_tot) = inf over ψ→ρ of ⟨ψ|T(A) + W|ψ⟩ + (1/2μ)∫B².

T(A) is the kinetic energy with A = A[J_tot]. F contains no external potential. The sources v and A_ext enter linearly, paired with ρ and J_tot, and this is the sense in which the total current is natural.

For fixed ρ and J_tot the braces are affine in (v,A_ext), and an infimum of affine functions is concave. Hence Ē is jointly concave. Where it is differentiable,

δĒ/δv = ρ,  δĒ/δA_ext = −J_tot.

Since (1/2μ)∫B_ext² = ½∫J_ext·A_ext has the derivative J_ext,

δE/δA_ext = J_ext − J_tot = −J_ind.

A code can use this relation to check its current against finite differences of the energy.

In three-dimensional quadratures with μ = 0.5, the induced field energy was 8.5979 hartree both directly and from the expanded square, and the two source integrals were both 45.6250 hartree. The current derivative and the integral for A were tested separately.

**5. The Hohenberg-Kohn result**

Let systems 1 and 2 have sources (v₁,J₁) and (v₂,J₂), where J_i is now the external current, and minimizers (ψ₁,A₁) and (ψ₂,A₂). Suppose that ρ and J_tot agree. Then A₁ = A₂ = A. Inserting (ψ₂,A) into the functional of system 1 changes only the source terms:

Ē₁ ≤ Ē₂ + D,  D = ∫(v₁ − v₂)ρ − ∫(J₁ − J₂)·A.

Inserting (ψ₁,A) into system 2 gives Ē₂ ≤ Ē₁ − D. Together they force Ē₁ = Ē₂ + D, so (ψ₂,A) also minimizes system 1.

This pair must satisfy Ampère's law in both systems:

J₁ = (1/μ)∇×B − J_ind[ψ₂,A] = J₂.

The external currents agree, and so do the decaying fields they produce. The same ψ₂ also satisfies both Schrödinger equations, with eigenvalues ε₁ and ε₂. Subtraction gives

Σ_i [v₁(r_i) − v₂(r_i)] ψ₂ = (ε₁ − ε₂) ψ₂.

Assume potentials regular enough that ψ₂ does not vanish on a set of positive measure. Then the sum is constant, and moving one electron while the others stay fixed shows that v₁ − v₂ is constant. Hence (ρ,J_tot) determines v up to a constant, and J_ext completely. No assumption of nondegeneracy was used.

Ampère's law is what closes the argument. Without the field energy, a shared ground state need not fix the magnetic field. With no field energy to keep finite, the uniform field excluded in section 2 is admissible here. Take one electron in the uniform field B along z, with

v = ½ω²r² − B²(x² + y²)/8.

With A = ½B×r, the quadratic term in A cancels the second part of v, leaving

H = ½p² + ½ω²r² + ½BL_z.

Its levels are ω(n + 3/2) + ½Bm with |m| ≤ n. For |B| < 2ω the ground state is the same Gaussian, with the same ρ and with j_p = 0, although v and B differ. The pair (ρ,j_p) therefore does not determine the potentials in the theory without an induced field.

Two consequences are useful in practice. First, let the two minimizers have different densities and currents. The insertions now read

Ē₁ ≤ Ē₂ + ∫Δv ρ₂ − ∫ΔJ_ext·A₂,
Ē₂ ≤ Ē₁ − ∫Δv ρ₁ + ∫ΔJ_ext·A₁,

with Δ meaning system 1 minus system 2. Their sum is

∫Δv Δρ − ∫ΔJ_ext·ΔA ≤ 0.

It is strictly negative unless each pair minimizes both systems. A positive value signals that at least one calculation has missed its minimum.

Second, suppose H(v,A) has another ground state ψ′ at the minimizing A. Then (ψ′,A) has the same total energy and is also a minimizer, so Ampère's law gives it the same current. A field at which degenerate ground states carry different currents cannot be a minimizing field.

**6. A ring with one magnetic mode**

Two same-spin electrons move on a ring of radius 1 bohr, with repulsion 0.5 cos(θ₁ − θ₂) hartree. The field has one degree of freedom, the flux Φ, and the tangential vector potential is a = Φ/2π. The total energy and the induced current are

e(v,Φ) + (Φ − Φ_ext)²/2L,  I_ind = −⟨Σ(p + a)⟩/2π,

where e is the electronic ground-state energy. Since de/dΦ = −I_ind, stationarity gives Φ = Φ_ext + L I_ind. The external current is assigned to the same loop geometry, so I_ext = Φ_ext/L and I_tot = Φ/L. The inductance L = 40 a.u. is deliberately very large, to make the induced field visible.

*Recovering the sources.* For v = 0.2 cos θ + 0.1 sin 2θ hartree and Φ_ext = 1 a.u., minimization of the energy gives Φ = 2.4146 a.u. Ampère's law then requires

I_ind = (2.4146 − 1)/40 = 0.0354 a.u.,

which agrees with the current computed from the wavefunction. The total current is 0.0250 + 0.0354 = 0.0604 a.u., or 0.400 mA. The energies add up as

E = −0.0356 + 0.0250 = −0.0106 hartree,
Ē = −0.0106 − 1²/80 = −0.0231 hartree.

The reverse calculation starts from ρ and I_tot alone:

1. Set Φ = L I_tot.
2. Maximize e(v,Φ) − ∫vρ over v. This function is concave, and its derivative is the density of the trial potential minus the target density.
3. Compute I_ind from the resulting state and take I_ext = I_tot − I_ind.

This returned v to rounding error, after removal of its constant, and I_ext = 0.0250 a.u. The agreement tests the mapping on this grid, not the accuracy of any approximate functional.

A second system, with v = 0.1 sin θ hartree and Φ_ext = 2 a.u., has Φ = 2.7639 a.u. The magnetic part of the monotonicity sum is

−(0.025 − 0.050)(2.4146 − 2.7639) = −0.0087 hartree.

The whole sum is −0.0563 hartree, so the density part contributes −0.0476 hartree. The sign is as required.

*Concavity.* Suppose that near a minimum e(v,Φ) = ½κ(Φ − Φ₀)² + constant, with κ > 0 for a diamagnetic response. Stationarity, κ(Φ − Φ₀) + (Φ − Φ_ext)/L = 0, gives

Φ − Φ_ext = −κL(Φ_ext − Φ₀)/(1 + κL).

Because dE/dΦ_ext = −(Φ − Φ_ext)/L, the curvatures are

E″ = κ/(1 + κL),  Ē″ = E″ − 1/L = −1/[L(1 + κL)].

The induced field softens the diamagnetic curvature and makes Ē concave. For L→0 the ordinary curvature κ returns; for large κL, E″ approaches 1/L. Without the induced field, the same subtraction leaves κ − 1/L, which is positive when κL > 1.

For two electrons on a uniform ring, the term Σ½a² = a² gives κ = 2/(2π)² = 0.0507 a.u., so κL = 2.03. The value at the midpoint of an interval of half-width 0.5, minus the mean of the end values, is −½(0.5)² times the curvature. This estimate gives +0.0010 hartree with the induced field and −0.0032 hartree without it. The computed values around Φ_ext = π, with the nonuniform v of system 1, are +0.0011 and −0.0030 hartree. The signs confirm that concavity is gained by including the field.

*Why the electron current is not enough on a ring.* Raise both Φ and Φ_ext by 2π and multiply ψ by exp(−iΣθ_i). Each p + a + 1 acting on the new function gives the phase times (p + a)ψ, so the electronic energy, ρ and I_ind are unchanged. The field energy depends on Φ − Φ_ext and is unchanged too. In the calculation I_ind stays at 0.0354 a.u., while I_tot rises from 0.06037 to 0.21745 a.u., the difference being 2π/40. Thus (ρ,I_ind) belongs to two different external currents, and (ρ,I_tot) separates them. This construction needs the hole in the ring; it does not decide whether ρ and J_ind suffice in ordinary three-dimensional space.

**7. Degenerate states and the starting guess**

For v = 0 the total momentum K is conserved. At zero flux the two ground states have K = ±1 and carry currents ∓0.159 a.u. By section 5, zero flux cannot then be the minimum. With Φ_ext = 0 and c = 2π²/L, the lower branch has the energy, relative to zero flux,

a² − |a| + (2πa)²/2L = (1 + c)a² − |a|.

Its minimum lies at |a| = 1/[2(1 + c)], which means

|Φ| = π/(1 + c),  energy gain = 1/[4(1 + c)].

For L = 40 a.u., c = 0.4935, so |Φ| = 2.10 a.u. and the gain is 0.167 hartree. Direct minimization agrees with both.

An external flux does not close the gap. On the branch K = −s, with s = ±1 and a_ext = Φ_ext/2π, the minimum and its energy are

a = (½s + c a_ext)/(1 + c),
energy = c a_ext² − (½s + c a_ext)²/(1 + c).

The branch with s of the same sign as a_ext is lower, so |a| is at least 1/[2(1 + c)]. For |a_ext| > 1 branches with larger odd |K| take over. They replace ½s by −½K, which has the same sign as a_ext and a larger size, so |a| is larger still. Branches with even K never compete. On branch K the minimum is ε + [c/(1 + c)](a_ext + ½K)², where ε is the energy of the relative motion, and for the best odd K the second term is below ¼ hartree. For odd K a determinant of two neighbouring plane waves gives ε ≤ ¼ − ¼ = 0, while for even K the relative kinetic energy is at least 1 and the repulsion at least −0.5, so ε ≥ 0.5 hartree. A uniform density with a smaller nonzero flux is therefore not a minimizing pair. Its v would have to be constant, by the fixed-field Hohenberg-Kohn argument, and its external flux would then have the sign that puts the other branch lower in energy. This shows in a concrete case that not every (ρ,J_tot) is representable, and F need not be convex: at uniform density and |a| ≤ ½ it equals a constant plus (1 + c)a² − |a|, whose value at a = 0 lies above the mean of its values at small ±a.

There is a trap for self-consistent iteration here. An equal-weight superposition of K = +1 and K = −1 has zero current. Together with Φ = 0 it satisfies both the Schrödinger equation and Ampère's law, yet it lies above the minimum by the gain just found. An iteration that starts at zero field and keeps its orbitals real cannot reach the minimum: real orbitals carry no current, so the field stays zero. In complex arithmetic the eigensolver may mix degenerate orbitals into current-carrying ones and so escape, but this should not be relied on. Starting guesses with a current of either sign should be tried and the total energies compared.

At a physical coupling the effect is small. Taking L = μ₀ × 1 bohr as a scale, not as a model of a real wire, gives |Φ| = 1.065 × 10⁻⁴ a.u. and a gain of 8.5 × 10⁻⁶ hartree. Here c is large, and the gain reduces to L/8π² = ½LI² with I = 1/2π. The electronic energy falls by LI², and half of that is spent on the field. The effect also needs near-degeneracy. If a potential splits the two states by 2δ at zero flux, the lower branch becomes (1 + c)a² − √(a² + δ²) in a two-level treatment, and zero flux is the minimum once 2δ > 1/(1 + c), here about 3.4 × 10⁻⁵ hartree. At physical coupling the trap therefore concerns only states degenerate to within about this size.

The same limit holds in three dimensions for J_ext = 0. To leading order in μ, one minimizes −∫J·A + (1/2μ)∫B², where J is the electron current at zero field. A nondegenerate ground state at zero field is real and has J = 0, so the shift at this order is nonzero only for a degenerate level, where the state with the largest gain is selected. The result is

ΔE = −½∫J·A = −(μ/8π)∬J(r)·J(r′)/|r − r′| d³r d³r′.

The diamagnetic term ½∫ρA² is of order μ² and drops out. Two limitations follow. The shift is of order α², like the leading relativistic corrections, so a quantitative calculation should treat those as well. The double integral also does not vanish for a single electron in a current-carrying state: the classical mean field lets an electron act on itself. Such a state is an excited one; by the inequality of section 2, the one-electron minimizer at J_ext = 0 has no field and no current. Retardation and field quantization are absent from the model.

**8. Kohn-Sham form for implementation**

Assume that ρ can be reproduced by noninteracting electrons in the same total A, and that the functionals are differentiable. Split the electronic part of F as

T_s(ρ,A) + E_H(ρ) + E_xc(ρ,B).

E_xc depends on A through B because the other terms and the electronic functional are gauge-invariant. Variation of the orbitals gives

[½(p + A)² + v + v_H + v_xc] φ_k = ε_k φ_k.

At fixed ρ, δT_s/δA = −J_KS, where J_KS = −(j_p,KS + ρA) is the current of the orbitals. Varying the exchange-correlation term gives

∫(δE_xc/δB)·(∇×a) = ∫a·∇×(δE_xc/δB).

The field equation is therefore

∇×(B − B_ext) = μ(J_KS + J_xc),  J_xc = −∇×(δE_xc/δB).

The current that closes the cycle is J_KS + J_xc, not J_KS alone. If a field-free functional is used for E_xc, J_xc vanishes; that is an approximation, not a property of the theory.

One cycle solves the orbital equation in the present A, forms ρ and J_ind = J_KS + J_xc, obtains a new A from J_ext + J_ind, and mixes ρ and A. Convergence should be judged on both the density and the residual of Ampère's law. Since a stationary point need not be the minimum, the total energy, including the induced field energy, decides between converged solutions. The numerical output below gives the ring values in full.

Values computed for the example and the checks

```
Units: atomic units (a.u.) unless stated
vacuum permeability mu0 = 6.691763e-04 a.u.
3D field test, mu = 0.5 a.u.:
  induced field energy, direct   = 8.597949 hartree
  induced field energy, expanded = 8.597949 hartree
  integral J_ext.A     = 45.624969 hartree
  integral J_tot.A_ext = 45.624969 hartree
Ring: radius 1 bohr, 2 same-spin electrons, grid points = 15
  repulsion 0.5 cos(theta1-theta2) hartree
  inductance L = 40.0 a.u.
System 1: v = 0.2 cos(theta) + 0.1 sin(2 theta) hartree
  external flux    = 1.0000 a.u.
  total flux       = 2.4146 a.u.
  external current = 0.02500 a.u.
  induced current  = 0.03537 a.u.
  total current    = 0.06037 a.u.
  total current    = 0.3998 mA
  electronic energy e(v,Phi) = -0.035602 hartree
  induced field energy = 0.025015 hartree
  model energy E       = -0.010587 hartree
  Ebar                 = -0.023087 hartree
  universal functional F = 0.079813 hartree
  density min, max = 0.2379, 0.4046 per rad
Recovered from density and total current only:
  largest error of v = 1.3e-14 hartree
  external current   = 0.02500 a.u.
System 2: v = 0.1 sin(theta) hartree
  external flux, total flux = 2.0000, 2.7639 a.u.
  monotonicity sum, systems 1 and 2 = -0.056307 hartree
  joint midpoint excess of Ebar     = 0.007040 hartree
Midpoint excess, system 1 v, external flux pi -+ 0.5 a.u.:
  with induced field    = 0.001058 hartree
  without induced field = -0.002972 hartree
System 1 with external flux raised by 2 pi a.u.:
  induced current = 0.03537 a.u.
  total current   = 0.21745 a.u.
  largest density change = 3.5e-08 per rad
Uniform ring (v = 0), zero external flux:
  degenerate currents at zero flux = 0.15915, -0.15915 a.u.
  spontaneous flux, numerical magnitude = 2.1035 a.u.
  spontaneous flux, closed form         = 2.1035 a.u.
  energy gain, numerical   = 0.167394 hartree
  energy gain, closed form = 0.167394 hartree
Same ring with L = mu0 * 1 bohr:
  spontaneous flux magnitude = 1.07e-04 a.u.
  energy gain = 8.475e-06 hartree
```
